# Photoconductive gain with one mobile carrier and ohmic contacts, part 1

(Sections cited here and not found follow in the second part.)

## First half: the gain and its origin

A bar of photoconducting material has length \(L\) and cross-section \(A\). A voltage \(V\) is applied between contacts that cover its two end faces. Light absorbed evenly in the bar creates \(g\) electron-hole pairs per unit volume and unit time. The electrons move with mobility \(\mu\). Each hole is captured at once by a fixed centre and stays there until it recombines with an electron.

The gain \(G\) is the number of extra electrons that pass through the external circuit for each absorbed photon. "Extra" means that the current flowing in the dark has been subtracted. The problem is to find \(G\), to see what produces it, and to learn when the result fails.

The following conventions and assumptions hold throughout.

- The algebra is in atomic units, so the elementary charge is 1 and a current is a number of electrons per unit time. The permittivity is \(\varepsilon=\kappa/4\pi\), where \(\kappa\) is the relative permittivity.
- The coordinate \(x\) runs from the cathode at \(x=0\) to the anode at \(x=L\). Electrons drift towards larger \(x\). The symbol \(E\) is the force on an electron in that direction, so the electric field component along \(+x\) is \(-E\). The drift speed is \(v=\mu E\).
- In the dark, the bar holds \(n_0\) mobile electrons per unit volume, balanced by fixed positive donors of the same density.
- A trapped hole recombines with probability \(1/\tau\) per unit time. This rate is the same everywhere and does not depend on the light. No other centres trap electrons.
- The contacts are ohmic: each is a reservoir rich in electrons, which gives and takes them freely and needs a negligible share of the voltage.

### (a) Densities under steady light

*Find the steady density \(p\) of trapped holes and the density \(\Delta n\) of extra electrons. What keeps the two equal, and over what time and distance does this happen?*

**Solution.** The holes do not move, so their density at any point changes through generation and recombination alone:

\[
\frac{\partial p}{\partial t}=g-\frac{p}{\tau}.
\]

If the light is switched on at \(t=0\), the solution that starts from \(p=0\) is \(p=g\tau(1-e^{-t/\tau})\). After several lifetimes it settles at

\[
p=g\tau .
\]

This holds at every point, including points near the contacts, because no transport term enters the balance.

The electrons do move. Let \(F\) be their number crossing unit area per unit time towards the anode. Each recombination event removes one hole and one electron, hence

\[
\frac{\partial n}{\partial t}=g-\frac{p}{\tau}-\frac{\partial F}{\partial x},
\qquad
F=n\mu E-D\frac{\partial n}{\partial x},
\]

where \(D\) is the diffusion coefficient. The net charge density is \(\rho=n_0+p-n\). Subtracting the electron balance from the hole balance removes generation and recombination:

\[
\frac{\partial\rho}{\partial t}=\frac{\partial F}{\partial x}.
\]

Poisson's equation for the field component \(-E\) reads \(\partial(-E)/\partial x=\rho/\varepsilon\), or

\[
\frac{\partial E}{\partial x}=-\frac{\rho}{\varepsilon}.
\]

Now let \(\rho\) be a small disturbance of a uniform, neutral bar. Since \(p\) is uniform, \(\partial n/\partial x=-\partial\rho/\partial x\). To first order in \(\rho\), and for light weak enough that \(n\approx n_0\), differentiation of \(F\) gives

\[
\frac{\partial\rho}{\partial t}
=n_0\mu\frac{\partial E}{\partial x}+\mu E\frac{\partial n}{\partial x}-D\frac{\partial^2 n}{\partial x^2}
=-\frac{\rho}{t_{\rm rel}}-v\frac{\partial\rho}{\partial x}+D\frac{\partial^2\rho}{\partial x^2},
\]

with the dielectric relaxation time

\[
t_{\rm rel}=\frac{\varepsilon}{n_0\mu}.
\]

The three terms say that a net charge decays in the time \(t_{\rm rel}\), while it is carried along at speed \(v\) and spreads by diffusion. The decay is the work of the field that the charge itself produces: a positive region draws electrons in.

The contacts disturb neutrality permanently, because they hold more electrons than the bar. To find how far a weak steady disturbance reaches from the cathode, set \(\partial\rho/\partial t=0\) and try \(\rho\propto e^{-x/\lambda}\). Then \(D/\lambda^2+v/\lambda-1/t_{\rm rel}=0\). Multiplication by \(\lambda^2t_{\rm rel}\) gives \(\lambda^2-vt_{\rm rel}\lambda-Dt_{\rm rel}=0\), whose positive root is

\[
\lambda=\tfrac12\left[vt_{\rm rel}+\sqrt{(vt_{\rm rel})^2+4Dt_{\rm rel}}\right]\le vt_{\rm rel}+\sqrt{Dt_{\rm rel}} .
\]

The last step uses \(\sqrt{a^2+4b^2}\le a+2b\) for positive \(a\) and \(b\). At the anode the disturbance reaches upstream, the sign of \(v\) is reversed, and the distance is shorter. The length \(\sqrt{Dt_{\rm rel}}\) is the Debye length.

The bar is therefore neutral over nearly all its length if both \(vt_{\rm rel}\) and the Debye length are far below \(L\). Under these conditions

\[
\Delta n=p=g\tau .
\]

The ohmic contacts are essential here. When an electron leaves through the anode while its hole is still trapped, the bar is left with one positive charge too many. The resulting field draws a replacement from the cathode, and the cathode can supply it.

### (b) The photocurrent and the gain

*Find the extra current and divide it by the rate at which photons are absorbed. Express the result through the time an electron needs to cross the bar.*

**Solution.** The electron density \(n_0+g\tau\) is uniform outside the thin contact layers. Two things follow. There is no density gradient, so the bulk carries no diffusion current. There is no net charge, so Poisson's equation makes the field uniform, with \(E=V/L\). The current is

\[
I=A\mu E\,(n_0+g\tau).
\]

The first term is the dark current. The field is the same with and without light, because the voltage is held fixed, so subtraction leaves

\[
\Delta I=A\mu E\,g\tau .
\]

Each absorbed photon creates one pair, and the bar has volume \(AL\). Photons are thus absorbed at the rate \(gAL\), and

\[
G=\frac{\Delta I}{gAL}=\frac{\mu E\tau}{L}.
\]

An electron drifting at speed \(\mu E\) crosses the bar in the transit time

\[
t_{\rm tr}=\frac{L}{\mu E}=\frac{L^2}{\mu V},
\]

where the second form uses \(E=V/L\). Hence

\[
\boxed{\,G=\frac{\tau}{t_{\rm tr}}=\frac{\mu\tau V}{L^2}\,}
\]

In ordinary units the current carries a factor of the elementary charge \(e\). The gain is then \(\Delta I/(e\,gAL)\), the factor cancels, and the boxed formula is unchanged.

The cross-section and the light level have dropped out. The length enters squared: at fixed voltage, a shorter bar has both a shorter path and a stronger field. At fixed field, the gain varies as \(1/L\).

Nothing in the derivation requires \(\tau>t_{\rm tr}\). If the hole recombines before an electron could cross, the gain is below one, and the same formula holds. A gain above one does not mean that a photon creates several pairs. It creates one pair, which raises the conductance of the bar for a time \(\tau\). The voltage source supplies the energy for the current that flows meanwhile.

### (c) The charge moved by one photon

*Follow the electron that belongs to a single trapped hole. What current does it drive in the external circuit, how much charge passes in total, and how many electrons arrive at the anode?*

**Solution.** The current in the wires must first be related to motion inside the bar. Part (a) gave \(\partial\rho/\partial t=\partial F/\partial x\) and \(\rho=-\varepsilon\,\partial E/\partial x\). Together they yield

\[
\frac{\partial}{\partial x}\left(F+\varepsilon\frac{\partial E}{\partial t}\right)=0 .
\]

The sum of particle current and displacement current is the same at every \(x\), and at the contacts it continues as the current \(i\) in the wire. Averaging it over the length gives

\[
i=\frac{A}{L}\int_0^L F\,dx+\frac{A\varepsilon}{L}\frac{d}{dt}\int_0^L E\,dx
=\frac{A}{L}\int_0^L F\,dx .
\]

The second integral is the voltage, which is constant, so its time derivative vanishes. This argument treats the field as one-dimensional, that is, averaged over the cross-section.

One electron moving at speed \(v\) contributes \(v\) to \(A\int F\,dx\). It therefore drives the current \(v/L\) during the whole of its motion, and not just when it reaches the anode. A full crossing takes \(L/v\) and moves one unit of charge.

By part (a), the bar holds one extra electron for as long as the hole is trapped. When one electron leaves at the anode, another enters at the cathode. For the bookkeeping, this is a single electron that reappears at \(x=0\) each time it reaches \(x=L\). The hole is still trapped at time \(t\) with probability \(e^{-t/\tau}\), so the mean charge is

\[
\int_0^\infty \frac{v}{L}\,e^{-t/\tau}\,dt=\frac{v\tau}{L}=\frac{\tau}{t_{\rm tr}} .
\]

This agrees with part (b). The charge from one particular photon is random. If the hole lives for a time \(T\), the charge is \(s=vT/L\), which is exponentially distributed with mean \(r=\tau/t_{\rm tr}\). For such a distribution \(\langle s^2\rangle=2r^2\), so the standard deviation \(\sqrt{2r^2-r^2}=r\) equals the mean.

Counting arrivals at the anode is a different procedure, since it ignores incomplete crossings. Let the electron be born at \(x=yL\). After it has travelled \(s\) bar lengths, it has reached the anode \(\lfloor y+s\rfloor\) times, where the brackets denote the largest whole number not above \(y+s\). Write \(s=k+f\), with \(k\) whole and \(0\le f<1\). The count is \(k+1\) if \(y\ge 1-f\) and \(k\) otherwise. For even illumination \(y\) is uniformly distributed between 0 and 1, so the first case has probability \(f\). The mean count is

\[
k(1-f)+(k+1)f=k+f=s .
\]

Averaging over lifetimes again gives \(r\).

The uniform birth position matters for the count. An electron born at the cathode arrives at least \(k\) times with probability \(e^{-k/r}\). Its mean number of arrivals is \(\sum_{k\ge1}e^{-k/r}=1/(e^{1/r}-1)\), which is close to \(r-\tfrac12\) for large \(r\). Its mean charge is still \(r\), because the last, unfinished crossing also drives current.

A test drew 400,000 random birth positions and lifetimes for each of three values of \(r\) and counted arrivals. For \(r=0.4\), 3.0 and 30.0, the mean counts were 0.400, 2.997 and 30.053. The departures lie within the statistical scatter.

### (d) The same bar without reinjection

*Suppose that the cathode cannot replace an electron that has left. Find the mean charge per photon for a weak flash of light, with the field unchanged.*

**Solution.** The electron now moves until it recombines or reaches the anode, whichever comes first. An electron born at \(x=yL\) has the distance \(d=1-y\) before it, in units of \(L\). Its charge is the smaller of \(s\) and \(d\). The mean of a positive quantity is the integral of the probability that it exceeds \(u\). Here that probability is \(e^{-u/r}\) for \(u<d\) and zero beyond, so

\[
\int_0^d e^{-u/r}\,du=r\left(1-e^{-d/r}\right).
\]

For even illumination \(d\) is uniform between 0 and 1. A second integration gives the mean charge

\[
Q=\int_0^1 r\left(1-e^{-d/r}\right)dd
=r\left[1-r\left(1-e^{-1/r}\right)\right].
\]

For small \(r\), the exponential is negligible and \(Q\approx r-r^2\). Most electrons recombine before they meet the anode, and the contacts hardly matter. For large \(r\), use \(e^{-1/r}=1-1/r+1/(2r^2)-1/(6r^3)+\dots\), which gives

\[
Q=\frac12-\frac{1}{6r}+\dots
\]

The limit \(\tfrac12\) is the mean distance to the anode in units of \(L\). Since the charge can never exceed \(d\), whose mean is \(\tfrac12\), the value of \(Q\) stays below one half for any lifetime.

The random draws of part (c), with each electron stopped at the anode, gave 0.253, 0.449 and 0.495 for \(r=0.4\), 3.0 and 30.0. They agree with the formula within the statistical scatter. At \(r=30.0\), with lifetime, mobility and field the same in both cases, replacement at the cathode raises the charge per photon from about one half to 30. A long lifetime alone gives no gain above one; the contact must also supply electrons.

This calculation describes the first response to a weak flash. It also needs a nearly insulating bar, with \(n_0L^2/(\varepsilon V)\ll1\), for the field to stay uniform. In a bar with \(t_{\rm rel}\ll t_{\rm tr}\), a cathode that supplies nothing would be stripped of the dark electrons next to it, and the voltage would fall across a depleted layer of depth \(\sqrt{2\varepsilon V/n_0}\), about 4.5 µm for the crystal of part (g). The comparison with part (c) is therefore one of counting rules, not of two states of that crystal. Under steady light, holes whose electrons had left would pile up, and their charge would change the field. The formula for \(Q\) is not a steady gain.

## Second half: speed, limits and a cadmium sulfide crystal

The bar has length \(L\), cross-section \(A\) and voltage \(V\). Electrons drift with speed \(v=\mu E\) from the cathode at \(x=0\) to the anode at \(x=L\). Light creates \(g\) pairs per unit volume and time, and each trapped hole lives for a mean time \(\tau\). The dark electron density is \(n_0\). The first half found, for a neutral bar with ohmic contacts,

\[
\Delta n=p=g\tau,\qquad G=\frac{\tau}{t_{\rm tr}},\qquad t_{\rm tr}=\frac{L^2}{\mu V},\qquad t_{\rm rel}=\frac{\varepsilon}{n_0\mu}.
\]

Neutrality requires \(t_{\rm rel}\ll t_{\rm tr}\) and a Debye length far below \(L\). The algebra remains in atomic units.

### (e) Modulated light

*The generation rate is \(g_0+g_1\cos\omega t\). How does the gain for the modulated part depend on \(\omega\), and what is the product of gain and bandwidth?*

For a neutral bar with ohmic contacts, the gain is the hole lifetime divided by the electron transit time, and it can exceed one only because the cathode replaces the electrons that leave. Still to come are the answer to the question on modulated light, the effect of space charge, and a cadmium sulfide crystal with the corrections that a real device brings.
